# Why Transparent Contacts Shorten the Hanle Lifetime of a Diffusive Channel

Spins in a silicon film live for 1.00 ns. Two ferromagnetic contacts, 1000 nm apart, inject and detect them while a perpendicular field makes them precess. With a contact resistance-area product (RA) of 1000 Ω µm², the signal falls to half its zero-field value at 4.28 mT, and the low-field curvature gives a lifetime of 0.98 ns. With RA reduced to 10 Ω µm² and everything else held fixed, the half-height field is 7.76 mT and the same analysis gives 0.43 ns. Nothing in the film has changed, so what has the measurement timed?

## A contact is also an exit

Let $\phi_\uparrow,\phi_\downarrow$ be the potentials of the two spin species in the channel, and $\mu=(\phi_\uparrow-\phi_\downarrow)/2$ the spin accumulation, in volts. Measure potentials from the local average, so that the species sit at $\pm\mu$. A ferromagnet at voltage $V$ connects to them through conductances $G_\uparrow,G_\downarrow$, with $G=G_\uparrow+G_\downarrow$ and $P=(G_\uparrow-G_\downarrow)/G$. The charge and spin currents entering the channel are

$$I=G_\uparrow(V-\mu)+G_\downarrow(V+\mu)=GV-PG\mu,$$
$$I_s=G_\uparrow(V-\mu)-G_\downarrow(V+\mu)=PGV-G\mu .$$

A voltmeter draws no charge, so the detector reads $V=P\mu$ and $I_s=-G(1-P^2)\mu$. It passes no net charge, yet it drains spin: one species leaves while the other enters. At the injector, $V=(I+PG\mu)/G$ gives $I_s=PI-G(1-P^2)\mu$, which is the intended source minus the same kind of drain.

For spin transverse to the magnetization, a spin-conserving tunnel barrier drains at the average of the two escape rates, giving a sink $G$ without the factor $1-P^2$. I use $G$ for both directions. With $P=0.3$ the longitudinal sink is 9% smaller than $G$; including this difference moves a whole-curve fit at RA = 10 Ω µm² from 0.366 to 0.371 ns.

## The Hanle curve with two sinks

Take a long one-dimensional channel of conductivity $\sigma$, cross-section $A$, diffusivity $D$ and spin lifetime $\tau$, with point contacts at $x=0$ and $x=L$. Their magnetizations are parallel and in plane. The perpendicular field $B$ rotates in-plane spins at $\omega=g_e\mu_BB/\hbar$, where $g_e$ is the electron g-factor. With $m=\mu_x+i\mu_y$, the steady state away from the contacts obeys

$$Dm''-\frac{m}{\tau}-i\omega m=0,\qquad m\propto e^{\pm\kappa x/\lambda},$$

where $\lambda=\sqrt{D\tau}$, $\kappa=\sqrt{1+i\omega\tau}$ and $\mathrm{Re}\,\kappa>0$. Reversing the sense of precession conjugates $m$ and leaves the measured real part alone.

The spin current in the channel is $-\sigma A\,m'$. A point source $J$ produces $m=a\,e^{-\kappa|x|/\lambda}$ and feeds two arms, so $J=2\sigma A\kappa a/\lambda$. With $g=\sigma A/\lambda$, this is $a=J/(2g\kappa)$. Here the sources are $PI-Gm_0$ at the injector and $-Gm_L$ at the detector. Measure $m$ in units of $PI/g$, and define

$$\gamma=\frac{G}{g},\qquad \ell=\frac{L}{\lambda},\qquad E=e^{-\kappa\ell},\qquad a_\pm=\frac{1\pm E}{2\kappa}.$$

Superposing the two responses gives

$$m_0=\frac{1-\gamma m_0-E\gamma m_L}{2\kappa},\qquad m_L=\frac{E(1-\gamma m_0)-\gamma m_L}{2\kappa}.$$

Adding and subtracting these equations separates them:

$$m_0\pm m_L=a_\pm\left[1-\gamma(m_0\pm m_L)\right]\;\Rightarrow\; m_0\pm m_L=\frac{a_\pm}{1+\gamma a_\pm}.$$

Half the difference of the two results is $m_L$, which I call $F$. In the numerator $a_+(1+\gamma a_-)-a_-(1+\gamma a_+)=a_+-a_-=E/\kappa$, so

$$F=\frac{E/2\kappa}{(1+\gamma a_+)(1+\gamma a_-)}=\frac{2\kappa E}{(2\kappa+\gamma)^2-\gamma^2E^2},\qquad R=\frac{P^2}{g}\,\mathrm{Re}\,F .$$

One factor $P$ in $R$ comes from injection and one from detection. For $\gamma=0$ this is the sink-free Hanle formula, $F_0=E/2\kappa$.

At zero field the contacts absorb the fraction $\gamma(m_0+m_L)=\gamma a_+/(1+\gamma a_+)$ of the injected spin current. At RA = 10 Ω µm² the example has $\ell=1.676$ and $\gamma=3.386$. Then $a_+=(1+0.187)/2=0.594$, and the fraction is $2.01/3.01=0.67$. About two thirds of the spins leave through the metal (0.65 with the longitudinal sink $G(1-P^2)$). The signal falls further, to $1/[(1+\gamma a_+)(1+\gamma a_-)]=0.14$ of its sink-free value, because the detected spins must escape both sinks. Whether the curve becomes narrower or broader depends on which spins leave.

## Precession measures the age of the detected spins

Suppose a short burst is injected, and let $p(t)$ be the accumulation it produces at the detector after time $t$. A steady current is a succession of bursts, and a spin of age $t$ has turned through $\omega t$. Because the model sinks are isotropic, they do not interfere with this rotation. Hence

$$\frac{F(\omega)}{F(0)}=\langle e^{-i\omega t}\rangle,\qquad \frac{R(\omega)}{R(0)}=1-\frac{\omega^2\langle t^2\rangle}{2}+O(\omega^4),$$

with averages weighted by $p(t)$. The central curvature measures the mean square age of the spins present at the detector. Young spins have had little time to dephase and give a broad curve.

Now write $T=t/\tau$ and $u=1+i\omega\tau$, so $\kappa=\sqrt u$. As a function of $u$, $F$ is a Laplace transform in $T$. Therefore $-d\ln F/du$ at $u=1$ is the mean of $T$, and $d^2\ln F/du^2$ is its variance. The factorized result gives

$$\ln F=\ln F_0-\ln(1+\gamma a_+)-\ln(1+\gamma a_-).$$

The functions $a_\pm$ are combinations of the free response at distances $0$ and $\ell$. In the time domain that response is the diffusion kernel, so

$$a_\pm(u)=\int_0^\infty e^{-uT}\,\frac{1\pm e^{-\ell^2/4T}}{\sqrt{4\pi T}}\,dT .$$

Both kernels are non-negative. Thus $1+\gamma a_\pm$ is the transform of a non-negative weight: a spike at $T=0$ plus $\gamma$ times the return kernel. This weight has its own positive mean and positive variance. The minus signs in $\ln F$ subtract them from the mean and variance of the detected ages. The mean stays positive because $p(t)$ is non-negative, so its square also falls, and $\langle t^2\rangle$ must decrease for any $G>0$.

The argument can be repeated from a channel that already has sinks. Raising $\gamma_1$ to $\gamma_2$ multiplies each denominator factor by

$$\frac{1+\gamma_2a_\pm}{1+\gamma_1a_\pm}=1+(\gamma_2-\gamma_1)\frac{a_\pm}{1+\gamma_1a_\pm}.$$

The last fraction is the return response with the old sinks in place. Its time kernel is non-negative in the even case because it is a density, and in the odd case because it is a density on a half-line with an absorbing midpoint. Each increase in $G$ therefore lowers $\langle t^2\rangle$ further.

Physically, a spin that lingers near the contacts meets them repeatedly and has more chances to leave. The computed age distributions show the selection. At RA = 10 Ω µm², the ratio of $p(t)$ with sinks to $p(t)$ without them is 0.53 at 0.2 ns, 0.12 at 1 ns and 0.015 at 3 ns. The channel's own decay cancels in this ratio. Nor do the contacts act as one extra relaxation rate: the ratio falls by a factor of 3.4 from 1 to 2 ns but by 2.3 from 2 to 3 ns, whereas a single rate would give equal factors.

## From ages to an apparent lifetime

Without sinks, $\ln F_0=-\ell\sqrt u-\tfrac12\ln u-\ln2$. Differentiating once and twice at $u=1$ gives

$$\langle T\rangle_0=\frac{1+\ell}{2},\qquad \mathrm{var}_0=\frac{\ell}{4}+\frac12,\qquad \langle T^2\rangle_0=\frac{3+3\ell+\ell^2}{4}.$$

For the sink corrections, let $c=\sqrt u$, so $d/du=(1/2c)\,d/dc$. Then

$$-\frac{da_\pm}{du}=\frac{1\pm(1+c\ell)e^{-c\ell}}{4c^3}.$$

Since the $c$-derivative of $(1+c\ell)e^{-c\ell}$ is $-c\ell^2e^{-c\ell}$, a second derivative gives, at $u=1$,

$$b_\pm\equiv-a_\pm'=\frac{1\pm(1+\ell)e^{-\ell}}{4},\qquad d_\pm\equiv a_\pm''=\frac{3\pm(3+3\ell+\ell^2)e^{-\ell}}{8}.$$

With $h_\pm=\gamma/(1+\gamma a_\pm)$ evaluated there, differentiating the logarithms yields

$$\langle T\rangle=\langle T\rangle_0-\sum_\pm h_\pm b_\pm,\qquad \mathrm{var}=\mathrm{var}_0-\sum_\pm\left(h_\pm d_\pm-h_\pm^2b_\pm^2\right).$$

For the example, $h_+=1.125$, $h_-=1.425$, $b_+=0.375$ and $b_-=0.125$. The mean age drops by $0.422+0.178=0.600$ ns, from 1.338 to 0.738 ns. The variance drops from 0.919 to 0.248 ns². Thus $\langle t^2\rangle=0.738^2+0.248=0.793$ ns², against 2.708 ns² without sinks.

An analyst who uses the sink-free formula with the true $D$ assigns a lifetime $r\tau$. In that formula $\tau$ becomes $r\tau$ and $\ell$ becomes $\ell/\sqrt r$. Matching the curvature requires

$$\frac{3r^2+3\ell r^{3/2}+\ell^2r}{4}=\langle T^2\rangle .$$

The left side increases with $r$ and equals the sink-free value at $r=1$. Since sinks lower the right side, $r<1$. Here the solution is $r=0.429$, the 0.43 ns of the opening. It is a parameter of the wrong boundary condition; the film still relaxes its spins in 1 ns.

## Weak sinks, distant contacts and perfect sinks

For small $\gamma$, $h_\pm\approx\gamma$. Since $b_++b_-=1/2$ and $d_++d_-=3/4$, the change in $\langle T^2\rangle$ is $-(1+\ell)\gamma/2-3\gamma/4=-\gamma(5+2\ell)/4$. The left side of the matching equation has slope $(6+\tfrac92\ell+\ell^2)/4$ at $r=1$. To first order,

$$1-r\approx\gamma\,\frac{5+2\ell}{6+\tfrac92\ell+\ell^2}.$$

In the example the fraction is 0.51. For RA = 1000 Ω µm², $\gamma=0.034$ and the predicted loss is 1.7%, as in the full calculation. At RA = 100 Ω µm² the estimate is 17% and the full result 14%, so higher orders already matter.

For distant contacts, $e^{-\ell}\to0$ and both modes have $a=1/2$ and $b=1/4$. The mean age falls by $q=\gamma/(2+\gamma)$ in units of $\tau$, less than one lifetime however strong the sink. The total age grows with $\ell$, so the relative error fades. The leading change in $\langle T^2\rangle$ is $-q\ell$, while the left side of the matching equation changes by $-\ell^2(1-r)/4$; hence $1-r\approx4q/\ell$. This is slow. At RA = 10 Ω µm² the full calculation gives 0.73 ns for $L=4000$ nm and 0.85 ns for 8000 nm.

The signal meanwhile falls exponentially, as $R(0)\approx(P^2/g)\,2e^{-\ell}/(2+\gamma)^2$. With $1/g=16.93$ Ω, this is about 0.13 mΩ at 4000 nm, or 13 nV for 100 µA. At 8000 nm it is about 16 pV. Distance cures the bias in principle, but here it removes the signal first.

At the opposite extreme, let $\gamma\to\infty$ at fixed $\tau$. Then

$$F\to\frac{2\kappa E}{\gamma^2(1-E^2)}=\frac{\kappa}{\gamma^2\sinh\kappa\ell}.$$

The amplitude vanishes as $\gamma^{-2}$, but the normalized shape has a limit. If $\tau$ is now made infinite, $\kappa\ell$ becomes $z=\sqrt{i\omega L^2/D}$, and

$$\frac{z}{\sinh z}=\frac{1}{1+z^2/6+z^4/120+\dots}=1-\frac{z^2}{6}+\frac{7z^4}{360}-\dots$$

The mean square age is twice the last coefficient, $\langle t^2\rangle=(7/180)(L^2/D)^2$. With $y=\tau_{\rm app}D/L^2$, the matching equation reads $(3y^2+3y^{3/2}+y)/4=7/180$, whose solution is $y=0.0758$. Spins that never relax would be assigned a lifetime of $0.0758L^2/D$, or 0.21 ns here. With the actual 1 ns relaxation, perfect sinks give 0.16 ns. In this limit the curve chiefly times the diffusive crossing.

The order of limits matters. With $\Gamma=G/\sigma A$ finite and $1/\tau\to0$, expanding $\ln F$ in $k=\sqrt{i\omega/D}$ leaves a linear term $-k[1/\Gamma+L/(2+\Gamma L)]$. It is a square root of $\omega$, so the mean age diverges: undying spins can wander far into the outer arms and return. The term vanishes when $\Gamma\to\infty$ is taken first.

## What a fitted curve hides

Curvature uses the centre of the curve, whereas an experiment usually fits a range of fields. For noiseless curves from 0 to 60 mT at RA = 10 Ω µm², a sink-free fit with $D$ fixed gives 0.37 ns. Its root-mean-square misfit is 1.6% of the zero-field signal. Freeing $D$ reduces the misfit to 0.65% and gives 0.42 ns with $D=4.16$ cm²/s, 17% above the true 3.56 cm²/s. The better fit still has the wrong lifetime, and moderate noise could conceal what misfit remains. The fitted $D$ is too high at all five values of RA examined, from 3 to 1000 Ω µm²; I have not derived that sign for other geometries.

For point contacts with isotropic sinks, putting the exits into the formula removes the bias. A curve from a separate numerical solution of the precession-diffusion equation, fitted with the known $G$, $\sigma A$ and $D$, returns 1.000 ns. In an experiment, errors in those quantities carry over into the recovered lifetime; an error in $G$ matters little when the sinks are weak.

## How this compares with a silicon device

The example represents n-type silicon at 300 K, with rough values: $2\times10^{19}$ electrons per cm³, a mobility of 110 cm²/Vs and a 100 nm film. At this density the electrons are partly degenerate, which raises $D/\text{mobility}$ above $k_BT/e$ by a factor of 1.253. Hence $D=110\times0.02585\times1.253=3.56$ cm²/s and $\lambda=597$ nm. For contacts of length $w$ along the channel and a film of sheet resistance $R_\square=284$ Ω,

$$\gamma=\frac{w\lambda R_\square}{RA}=\frac{0.200\times0.597\times284\ \Omega\,\mu\mathrm m^2}{10\ \Omega\,\mu\mathrm m^2}=3.39 .$$

Oxide tunnel contacts on silicon commonly have RA of roughly a kΩ µm² or more. In this geometry the bias from point-like sinks is then about 2% or less; the finite contact length lowers the curvature lifetime by a further 0.6% even without sinks. The value 10 Ω µm² is low for a spin contact. A bare Schottky contact with a 0.6 eV barrier would have a depletion layer of about 6 nm and a tunnelling exponent near 10.5; tenfold surface doping lowers the exponent to 3.4. Some extra surface doping, though not necessarily tenfold, would probably be needed for the transparent case, and it could change spin relaxation near the surface, which the model omits.

Real contacts also break the point-contact assumption. Spreading each contact's injection, detection and sink evenly over its 200 nm length, which neglects current crowding (it weights the detector as well as the injector), lowers the curvature lifetime from 0.43 to 0.39 ns. Applied to such strips, the point-contact formula with sinks recovers only 0.87 ns from the curvature. Across the film's depth, the ratio of film to contact resistance, 0.28, implies a drop in accumulation of roughly 10–15% beneath a contact. This weakens the sink, and crowding moves injection and detection toward the outer edges, so both effects lengthen the apparent lifetime. With contact length, depth and crowding together the curvature lifetime is about 0.42 ns, and the point-contact formula with sinks recovers about 0.96 ns. The corrections largely cancel here, and they should be included together or not at all. Drift in the current-carrying arm covers 5% of $\lambda$ per lifetime at 100 µA. Magnetization tilt at half height is about 0.004 rad, and the ferromagnet's own spin resistance, roughly 0.001 Ω µm², is negligible beside RA.

For this channel and spacing, the weak-sink formula turns a 5% tolerance on the curvature lifetime of point contacts into $\gamma\lesssim0.1$, or RA above about 340 Ω µm². A whole-curve fit with $D$ fixed is more biased and needs about 400 Ω µm², and contacts of finite length need more still. Another film needs its own $\gamma$ and $\ell$: the same contact drains more strongly when $w\lambda R_\square$ is larger. The values for all contact resistances and spacings are in the numerical output below.

## Numbers as computed

```
T = 300 K; n = 2.0e+19 cm^-3
mobility = 110 cm2/Vs; true tau = 1.00 ns
film 100 nm; contact length 200 nm
spacing 1000 nm; channel width 10000 nm
P = 0.30; g = 2.0; current = 100 uA
D = 3.562 cm2/s; degeneracy factor = 1.253
lambda = 596.8 nm; ell = 1.676
sheet resistance = 283.7 ohm; 1/g = 16.93 ohm
RA ohm um2 | gamma | R(0) mohm | half field mT | tau curvature ns
  1000 | 0.0339 | 137.937 | 4.28 | 0.983
   100 | 0.3386 | 104.403 | 4.74 | 0.856
    30 | 1.1288 | 58.553 | 5.76 | 0.655
    10 | 3.3865 | 19.942 | 7.76 | 0.429
     3 | 11.2882 | 3.315 | 10.71 | 0.263
Fits 0-60 mT: RA | tau ns (D fixed), rms | tau ns, D cm2/s (free), rms
  1000 | 0.979, 0.0003 | 0.982, 3.575, 0.0001
   100 | 0.827, 0.0029 | 0.848, 3.676, 0.0013
    30 | 0.599, 0.0079 | 0.640, 3.864, 0.0035
    10 | 0.366, 0.0163 | 0.416, 4.164, 0.0065
     3 | 0.216, 0.0289 | 0.267, 4.641, 0.0090
Cases below: RA = 10 ohm um2, gamma = 3.386
share absorbed by contacts = 0.668
no sinks: mean t = 1.338 ns; variance = 0.919 ns2; <t2> = 2.708 ns2
with sinks: mean t = 0.738 ns; variance = 0.248 ns2; <t2> = 0.793 ns2
arrival at 0.2 ns: sink/no-sink ratio = 0.5286
arrival at 0.5 ns: sink/no-sink ratio = 0.2713
arrival at 1.0 ns: sink/no-sink ratio = 0.1186
arrival at 2.0 ns: sink/no-sink ratio = 0.0352
arrival at 3.0 ns: sink/no-sink ratio = 0.0154
fit including sinks: tau = 1.0000 ns
L = 500 nm: tau curvature = 0.358 ns
L = 1000 nm: tau curvature = 0.429 ns
L = 2000 nm: tau curvature = 0.581 ns
L = 4000 nm: tau curvature = 0.734 ns
L = 8000 nm: tau curvature = 0.845 ns
perfect sinks, true tau 1 ns: apparent 0.161 ns
perfect sinks, undying spins: tau_app*D/L2 = 0.0758
same limit here = 0.213 ns
finite contacts: tau curvature = 0.394 ns
finite contacts, no sink: 0.994 ns
anisotropic sink: D-fixed fit = 0.371 ns
depth ratio thickness*rho/RA = 0.284
drift length/lambda in current arm = 0.0523
tilt at half field = 0.00370 rad (saturation 2.1 T)
ferromagnet spin RA = 0.0010 ohm um2
Schottky barrier 0.6 eV: depletion = 6.23 nm
tunnel exponent at channel doping = 10.49
tunnel exponent at 10x surface doping = 3.41
```
